# The Jacobi-Davidson Correction, Newton's Method on the Sphere and Rayleigh Quotient Iteration: test program

```python
"""
Result under test: for Hermitian A, unit u, theta = u^H A u, r = A u - theta u
and P = I - u u^H, the Newton step t on the unit sphere solves
    P (A - theta) P t = -r,   u^H t = 0,
and u + t = x / (u^H x), where x = (A - theta)^(-1) u is the vector of
Rayleigh quotient iteration (RQI).
Symbols: B = P (A - theta) P restricted to the complement of u,
beta = u^H x, epsilon = r^H t, phi = angle between u and the eigenvector.
Energies of the model Hamiltonian are in hartree.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import null_space
from scipy.constants import physical_constants


def rayleigh(A, v):
    return np.vdot(v, A @ v).real / np.vdot(v, v).real


def projected_problem(A, u):
    """Return theta, r, a basis Q of the complement of u, and B."""
    theta = rayleigh(A, u)
    r = A @ u - theta * u
    Q = null_space(u.conj()[None, :])
    B = Q.conj().T @ (A - theta * np.eye(len(u))) @ Q
    return theta, r, Q, B


def newton_step(A, u):
    theta, r, Q, B = projected_problem(A, u)
    return Q @ np.linalg.solve(B, -Q.conj().T @ r)


# ---------- general formulas on a random complex Hermitian matrix ----------
rng = np.random.default_rng(12)
n = 7
M = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
A = (M + M.conj().T) / 2
u = rng.normal(size=n) + 1j * rng.normal(size=n)
u /= np.linalg.norm(u)
theta, r, Q, B = projected_problem(A, u)
shifted = A - theta * np.eye(n)

# slope and curvature of the Rayleigh quotient along a great circle
d = Q @ (rng.normal(size=n - 1) + 1j * rng.normal(size=n - 1))
d /= np.linalg.norm(d)


def on_circle(s):
    return np.cos(s) * u + np.sin(s) * d


h = 1e-3
rho_p, rho_m = rayleigh(A, on_circle(h)), rayleigh(A, on_circle(-h))
slope = (rho_p - rho_m) / (2 * h)
curvature = (rho_p - 2 * theta + rho_m) / h**2
# truncation errors of the differences are of order h^2 times the spectrum
assert abs(slope - 2 * np.vdot(d, r).real) < 1e-4
assert abs(curvature - 2 * np.vdot(d, shifted @ d).real) < 1e-4


# derivative of the residual field along the sphere
def residual_field(v):
    return A @ v - rayleigh(A, v) * v


h = 1e-5
dF = (residual_field(on_circle(h)) - residual_field(on_circle(-h))) / (2 * h)
dF_formula = shifted @ d - 2 * np.vdot(r, d).real * u
assert np.linalg.norm(dF - dF_formula) < 1e-7

# Newton step against the RQI vector
t = newton_step(A, u)
x = np.linalg.solve(shifted, u)
beta = np.vdot(u, x)
gap_random = np.linalg.norm(u + t - x / beta) / np.linalg.norm(u + t)
assert gap_random < 1e-9
epsilon = np.vdot(r, t)
assert abs(epsilon * beta - 1) < 1e-9
theta_next = theta + epsilon.real / (1 + np.linalg.norm(t)**2)
assert abs(rayleigh(A, x) - theta_next) < 1e-9

# determinant of the projected operator, by three routes
det_B = np.linalg.det(B)
lam, X = np.linalg.eigh(A)
weights = abs(X.conj().T @ u)**2
det_sum = sum(weights[j] * np.prod(np.delete(lam - theta, j))
              for j in range(n))
scale = max(1.0, abs(det_B))
assert abs(det_B - beta * np.linalg.det(shifted)) < 1e-9 * scale
assert abs(det_B - det_sum) < 1e-9 * scale

# without the projector the exact solution is -u
t_plain = np.linalg.solve(shifted, -r)
stagnation = np.linalg.norm(t_plain + u)
assert stagnation < 1e-9

print("Random complex Hermitian matrix, dimension", n)
print(f"  relative gap, u+t against RQI: {gap_random:.1e}")
print(f"  unprojected solve, |t + u|: {stagnation:.1e}")

# ---------- worked example: first step in exact fractions ----------
H = sp.Matrix([[0, 1, 0], [1, 2, 1], [0, 1, 4]])
e1 = sp.Matrix([1, 0, 0])
theta0 = (e1.T * H * e1)[0]
r0 = H * e1 - theta0 * e1
B0 = (H - theta0 * sp.eye(3))[1:, 1:]
t0 = sp.Matrix([0] + list(-B0.inv() * r0[1:, :]))
x0 = (H - theta0 * sp.eye(3)).inv() * e1
beta0 = (e1.T * x0)[0]
eps0 = (r0.T * t0)[0]
v1 = e1 + t0
theta1 = (v1.T * H * v1)[0] / (v1.T * v1)[0]
assert v1 == x0 / beta0
assert eps0 * beta0 == 1
assert theta1 == theta0 + eps0 / (1 + (t0.T * t0)[0])
assert B0.det() == beta0 * (H - theta0 * sp.eye(3)).det()

print("Three-level model, start u = (1, 0, 0)")
print("  H rows (hartree):", H.tolist())
print("  theta_0 (hartree):", theta0)
print("  r (hartree):", list(r0))
print("  B (hartree):", B0.tolist())
print("  det B (hartree^2):", B0.det())
print("  t (no unit):", list(t0))
print("  x = (H-theta)^-1 u (1/hartree):", list(x0))
print("  beta (1/hartree):", beta0)
print("  epsilon (hartree):", eps0)
print("  u + t (no unit):", list(v1))
print("  theta_1 (hartree):", theta1, "=", f"{float(theta1):.8f}")

# great-circle update compared with the normalized update
un = np.array([1.0, 0.0, 0.0])
tn = np.array(t0.tolist(), dtype=float).ravel()
length = np.linalg.norm(tn)
circle_update = np.cos(length) * un + np.sin(length) * tn / length
rqi_unit = np.array(x0.tolist(), dtype=float).ravel()
rqi_unit /= np.linalg.norm(rqi_unit)
separation = np.arccos(abs(circle_update @ rqi_unit))
assert abs(separation - (length - np.arctan(length))) < 1e-10
print(f"  |t| (no unit): {length:.6f}")
print(f"  angle, great-circle update to RQI (rad): {separation:.6f}")

# ---------- repeated Newton steps in high precision ----------
mp.mp.dps = 150
Hm = mp.matrix([[0, 1, 0], [1, 2, 1], [0, 1, 4]])
one = mp.eye(3)
levels, vectors = mp.eigsy(Hm)
k0 = min(range(3), key=lambda k: levels[k])
low = levels[k0]
ground = vectors[:, k0]


def dot(a, b):
    return (a.T * b)[0]


def split(v):
    """Cosine, sine and unit orthogonal part of v relative to ground."""
    c = dot(ground, v)
    rest = v - c * ground
    s = mp.norm(rest)
    return abs(c), s, rest / s


print("Eigenvalues (hartree):",
      ", ".join(mp.nstr(e, 9) for e in sorted(levels)))
print("Newton steps: k, theta_k (hartree), theta_k - lambda (hartree),")
print("  phi_k (rad), factor |mu-lambda| |(H-theta)^-1 w| (no unit)")
v = mp.matrix([1, 0, 0])
for k in range(5):
    th = dot(v, Hm * v)
    c, s, w = split(v)
    mu = dot(w, Hm * w)
    assert abs((th - low) / (s**2 * (mu - low)) - 1) < mp.mpf(10)**-30
    factor = abs(mu - low) * mp.norm(mp.lu_solve(Hm - th * one, w))
    print(f"  {k}  {mp.nstr(th, 12)}  {mp.nstr(th - low, 4)}"
          f"  {mp.nstr(mp.atan2(s, c), 4)}  {mp.nstr(factor, 5)}")
    # adding v v^T makes the projected operator invertible and keeps t _|_ v
    proj = one - v * v.T
    K = proj * (Hm - th * one) * proj + v * v.T
    step = mp.lu_solve(K, -(Hm * v - th * v))
    v_next = v + step
    v_next = v_next / mp.norm(v_next)
    c2, s2, _ = split(v_next)
    predicted = (s / c) * s**2 * factor
    assert abs((s2 / c2) / predicted - 1) < mp.mpf(10)**-30
    v = v_next
ev = physical_constants["Hartree energy in eV"][0]
print(f"Lowest eigenvalue: {float(low):.8f} hartree"
      f" = {float(low) * ev:.5f} eV")

# ---------- exceptional case: beta = 0, no Newton step ----------
A2 = np.diag([-1.0, 1.0])
u2 = np.array([1.0, 1.0]) / np.sqrt(2)
th2, r2, Q2, B2 = projected_problem(A2, u2)
x2 = np.linalg.solve(A2 - th2 * np.eye(2), u2)
assert abs(u2 @ x2) < 1e-12
assert abs(B2[0, 0]) < 1e-12
assert abs(x2 @ r2 - 1) < 1e-12
print("Case beta = 0: A = diag(-1, 1), u = (1, 1)/sqrt(2)")
print(f"  |beta|: {abs(u2 @ x2):.1e}, |B|: {abs(B2[0, 0]):.1e},"
      f" |r|: {np.linalg.norm(r2):.6f}")

# ---------- exceptional case: theta equals a simple eigenvalue ----------
A3 = np.diag([0.0, -1.0, 2.0])
u3 = np.sqrt(np.array([0.4, 0.4, 0.2]))
th3, r3, Q3, B3 = projected_problem(A3, u3)
v3 = u3 + newton_step(A3, u3)
expected = np.array([1.0, 0.0, 0.0]) / u3[0]
assert abs(th3) < 1e-12 and np.linalg.norm(r3) > 0.1
assert np.linalg.norm(v3 - expected) < 1e-10
det3 = u3[0]**2 * (-1.0 - th3) * (2.0 - th3)
assert abs(np.linalg.det(B3) - det3) < 1e-10
print("Case theta = eigenvalue: A = diag(0, -1, 2)")
print("  squared components of u:", np.round(u3**2, 6).tolist())
print(f"  |theta|: {abs(th3):.1e}, |r|: {np.linalg.norm(r3):.6f},"
      f" det B: {np.linalg.det(B3):.6f}")
print("  u + t:", (np.round(v3, 6) + 0.0).tolist())

print("every check passed")
```

Output:

```
Random complex Hermitian matrix, dimension 7
  relative gap, u+t against RQI: 1.5e-15
  unprojected solve, |t + u|: 1.1e-15
Three-level model, start u = (1, 0, 0)
  H rows (hartree): [[0, 1, 0], [1, 2, 1], [0, 1, 4]]
  theta_0 (hartree): 0
  r (hartree): [0, 1, 0]
  B (hartree): [[2, 1], [1, 4]]
  det B (hartree^2): 7
  t (no unit): [0, -4/7, 1/7]
  x = (H-theta)^-1 u (1/hartree): [-7/4, 1, -1/4]
  beta (1/hartree): -7/4
  epsilon (hartree): -4/7
  u + t (no unit): [1, -4/7, 1/7]
  theta_1 (hartree): -14/33 = -0.42424242
  |t| (no unit): 0.589015
  angle, great-circle update to RQI (rad): 0.056712
Eigenvalues (hartree): -0.449489743, 2.0, 4.44948974
Newton steps: k, theta_k (hartree), theta_k - lambda (hartree),
  phi_k (rad), factor |mu-lambda| |(H-theta)^-1 w| (no unit)
  0  0.0  0.4495  0.4317  1.2588
  1  -0.424242424242  0.02525  0.1012  1.0167
  2  -0.449487017822  2.725e-6  0.001053  1.0016
  3  -0.449489742783  3.36e-18  1.171e-9  1.0004
  4  -0.449489742783  6.314e-54  1.605e-27  1.0001
Lowest eigenvalue: -0.44948974 hartree = -12.23124 eV
Case beta = 0: A = diag(-1, 1), u = (1, 1)/sqrt(2)
  |beta|: 2.2e-17, |B|: 1.8e-16, |r|: 1.000000
Case theta = eigenvalue: A = diag(0, -1, 2)
  squared components of u: [0.4, 0.4, 0.2]
  |theta|: 4.3e-17, |r|: 1.095445, det B: -0.800000
  u + t: [1.581139, 0.0, 0.0]
every check passed
```
